# Why Spectral Phase Controls Weak Two-Photon but Not One-Photon Excitation

## Four spectral lines

Let a light pulse consist of four narrow spectral lines of equal strength, at the frequencies \(\omega_0/2\pm a\) and \(\omega_0/2\pm b\), with \(a\neq b\). An atom in its ground state has an excited state at energy \(\omega_0\), reached by absorbing two photons; no other state lies near a one-photon resonance. Two pairs of lines have the right sum: the pair \(\pm a\) and the pair \(\pm b\). If \(\varphi(\Omega)\) is the phase of the line at \(\omega_0/2+\Omega\), each pair contributes the product of its two field amplitudes, and the excitation amplitude is proportional to

\[
e^{i[\varphi(a)+\varphi(-a)]}+e^{i[\varphi(b)+\varphi(-b)]}.
\]

Start with all phases zero and shift the line at \(+a\) by \(\pi\). The first term changes sign, the sum vanishes, and the atom is not excited, although every line keeps its full strength. Shift instead \(+a\) by \(\theta\) and \(-a\) by \(-\theta\): the phases cancel inside the pair and nothing changes.

Now let the excited state lie at \(\omega_0/2+a\), within reach of one photon. One line is resonant, and its amplitude is proportional to \(e^{i\varphi(a)}\), whose squared modulus is one. There is no second path with which it could interfere. A real pulse has a continuous spectrum, but the argument survives.

## One photon: one frequency, one path

Hartree atomic units are used, and \(H=H_0-D\,E(t)\), with dipole operator \(D\) and real field \(E(t)\). The spectrum is

\[
\tilde E(\omega)=\int E(t)\,e^{i\omega t}dt=A(\omega)e^{i\varphi(\omega)},\qquad A\ge 0 .
\]

A phase mask changes \(\varphi\) and leaves \(A\) alone. In this convention a component near \(\omega\) arrives at the time \(d\varphi/d\omega\), where the phase \(\varphi(\omega)-\omega t\) is stationary. The pulse with \(\varphi=0\) is called transform-limited.

Write the state as \(\sum_n a_n(t)e^{-i\omega_n t}|n\rangle\). The Schrödinger equation becomes

\[
\dot a_f=i\sum_n\mu_{fn}E(t)e^{i\omega_{fn}t}a_n,\qquad \omega_{fn}=\omega_f-\omega_n .
\]

For an atom that starts in \(g\) and is weakly excited, put \(a_g=1\) and all other amplitudes to zero on the right. After the pulse

\[
a_f=i\mu_{fg}\int E(t)e^{i\omega_{fg}t}dt=i\mu_{fg}\tilde E(\omega_{fg}),\qquad
P_f=|\mu_{fg}|^2A(\omega_{fg})^2 .
\]

The phase has dropped out of the population. It is still present in the amplitude, so an observable that connects two excited states can depend on the phase difference between their two frequencies.

The derivation shows where the result ends.

- **During the pulse** the time integral is incomplete and does not select a single frequency.
- **With an initial superposition** \(c_g|g\rangle+c_f|f\rangle\), the final amplitude is \(c_f+i\mu_{fg}\tilde E(\omega_{fg})c_g\) to first order. Its two terms interfere, and the phase of the light matters.
- **In a strong field** \(a_g\) does not stay near one.

## Two photons: a continuum of pairs

Let \(g\) and \(f\) have no direct dipole coupling. Inserting the first-order amplitudes of the intermediate states \(n\) into the equation for \(a_f\) gives

\[
a_f=i^2\sum_n\mu_{fn}\mu_{ng}\int dt_1\,E(t_1)e^{i\omega_{fn}t_1}\int_{-\infty}^{t_1}dt_2\,E(t_2)e^{i\omega_{ng}t_2}.
\]

In the inner integral write \(E(t_2)=\int\frac{d\omega}{2\pi}\tilde E(\omega)e^{-i\omega t_2}\). A factor \(e^{\eta t_2}\) with \(\eta\to0^+\) makes the remote past converge:

\[
\int_{-\infty}^{t_1}e^{i(\omega_{ng}-\omega)t_2+\eta t_2}dt_2
\;\to\;\frac{e^{i(\omega_{ng}-\omega)t_1}}{i(\omega_{ng}-\omega-i0)} .
\]

The exponents in \(t_1\) now add up to \(\omega_{fn}+\omega_{ng}-\omega=\omega_{fg}-\omega\), so the outer integral is \(\tilde E(\omega_{fg}-\omega)\). With \(i^2/i=i\),

\[
a_f=\frac{i}{2\pi}\sum_n\mu_{fn}\mu_{ng}\int d\omega\,
\frac{\tilde E(\omega)\tilde E(\omega_{fg}-\omega)}{\omega_{ng}-\omega-i0}.
\]

The pulse is assumed so narrow in frequency that both arguments are positive wherever the product is appreciable. Set \(\omega=\omega_{fg}/2+\Omega\), and from here on let \(A\) and \(\varphi\) be functions of \(\Omega\). The numerator is

\[
A(\Omega)A(-\Omega)\,e^{i[\varphi(\Omega)+\varphi(-\Omega)]}.
\]

The part of \(\varphi\) that is odd about \(\omega_{fg}/2\) cancels at each \(\Omega\). Nothing has yet been assumed about the denominators. At second order, therefore, an antisymmetric phase leaves the yield unchanged even when an intermediate state is resonant. A constant added to the phase multiplies \(a_f\) by a phase factor and is harmless too.

### Intermediate states far away

Let \(\Delta_n=\omega_{ng}-\omega_{fg}/2\) be much larger than the bandwidth. The numerator is even in \(\Omega\), so the factor \(1/(\Delta_n-\Omega)\) may be replaced by its average over \(\pm\Omega\):

\[
\frac12\left[\frac1{\Delta_n-\Omega}+\frac1{\Delta_n+\Omega}\right]
=\frac{\Delta_n}{\Delta_n^2-\Omega^2}
=\frac1{\Delta_n}\left(1+\frac{\Omega^2}{\Delta_n^2}+\dots\right).
\]

The term linear in \(\Omega\) has cancelled. To leading order

\[
a_f\simeq\frac{iM}{2\pi}\int A(\Omega)A(-\Omega)e^{i[\varphi(\Omega)+\varphi(-\Omega)]}d\Omega,\qquad
M=\sum_n\frac{\mu_{fn}\mu_{ng}}{\Delta_n}.
\]

The modulus of an integral cannot exceed the integral of the modulus, so to this order no phase beats the transform limit. Equality requires \(\varphi(\Omega)+\varphi(-\Omega)\) to be constant, apart from multiples of \(2\pi\), wherever \(A(\Omega)A(-\Omega)\neq0\): apart from such multiples, which do not change the field, the phase must be antisymmetric up to a constant.

## A solvable pulse

Take \(E(t)=E_0e^{-\sigma^2t^2/2}\cos(\omega_ct)\) as the transform-limited pulse, with \(\omega_c=\omega_{fg}/2\). Half of the cosine belongs to positive frequencies, and the Gaussian integral gives

\[
A(\Omega)=\frac{E_0}{2}\frac{\sqrt{2\pi}}{\sigma}e^{-\Omega^2/2\sigma^2},\qquad
A(\Omega)A(-\Omega)=\frac{\pi E_0^2}{2\sigma^2}e^{-\Omega^2/\sigma^2}.
\]

Since \(\int e^{-\Omega^2/\sigma^2}d\Omega=\sigma\sqrt\pi\), the transform-limited population is

\[
P_f=\left(\frac{M}{2\pi}\,\frac{\pi E_0^2}{2\sigma^2}\,\sigma\sqrt\pi\right)^2
=\left(\frac{\sqrt\pi\,M E_0^2}{4\sigma}\right)^2 .
\]

**The π step.** Let \(\varphi=0\) below \(\Omega=s\) and \(\varphi=\pi\) above. In a pair with \(|\Omega|>|s|\) one member is shifted, which gives the factor \(-1\). In a pair with \(|\Omega|<|s|\) either none is shifted (\(s>0\)) or both are (\(s<0\)), and the factor is \(+1\). The inner pairs make up the fraction \(\operatorname{erf}(|s|/\sigma)\) of the total, so the yield relative to the transform limit is

\[
R(s)=\left\{\operatorname{erf}\frac{|s|}{\sigma}-\left[1-\operatorname{erf}\frac{|s|}{\sigma}\right]\right\}^2
=\left[2\operatorname{erf}\frac{|s|}{\sigma}-1\right]^2 .
\]

The pulse is dark when inner and outer pairs balance, \(\operatorname{erf}(|s|/\sigma)=1/2\), or \(|s|=0.4769\,\sigma\). For \(|s|\to\infty\) the step leaves the spectrum and \(R\to1\). At \(s=0\) also \(R=1\): there the step is \(\pi/2\) plus an odd function.

**Chirp.** For \(\varphi=\kappa\Omega^2/2\) the two members add to \(\kappa\Omega^2\), and

\[
R=\left|\frac{1}{\sigma\sqrt\pi}\int e^{-(1/\sigma^2-i\kappa)\Omega^2}d\Omega\right|^2
=\left|\frac{1}{\sqrt{1-i\kappa\sigma^2}}\right|^2=\frac1{\sqrt{1+\kappa^2\sigma^4}} .
\]

The sign of the chirp does not matter here.

## Numbers

Choose round model parameters: \(\omega_c=0.06\), \(\sigma=0.001\), a final state at \(0.12\), one intermediate state at \(0.10\) hartree, both dipole elements 1. The transform-limited intensity has a full width at half maximum of 1665 atomic units, or 40.3 fs. The dark step lies at \(|s|=0.000477\) hartree (12.98 meV), which is 0.286 of the full width at half maximum of the power spectrum.

With \(\Delta=0.10-0.06=0.04\), \(M=25\), and with \(E_0=10^{-3}\),

\[
P_f=\left(\frac{1.772\times25\times10^{-6}}{0.004}\right)^2=1.227\times10^{-4}.
\]

The three-state Schrödinger equation can also be integrated directly with the oscillating field, alternating short evolutions under \(H_0\) and under the dipole coupling. This uses neither perturbation theory nor a constant denominator. With a time step of 2 atomic units it gives \(1.226\times10^{-4}\); as the step is reduced the value converges to \(1.227\times10^{-4}\).

The table gives yields from such integrations, relative to the transform limit. The one-photon column belongs to a two-level atom with its resonance \(1.2\,\sigma\) below the carrier and \(E_0=2\times10^{-5}\). The sine and cosine masks are \(\alpha\sin\beta\Omega\) and \(\alpha\cos\beta\Omega\), with \(\alpha=1.2024\) and \(\beta=6/\sigma\); the chirps have \(\kappa=\pm8/\sigma^2\).

| Phase | \(\int I^2dt\) | One photon | Two photons | Formula |
|---|---|---|---|---|
| sine | 0.327 | 1.000 | 1.000 | 1 |
| cosine | 0.327 | 1.000 | 0.000 | 0 |
| step, \(s=0\) | 0.298 | 1.000 | 0.974 | 1 |
| step, dark | 0.315 | 1.000 | 0.000 | 0 |
| step, \(s=\sigma\) | 0.493 | 1.000 | 0.468 | 0.470 |
| chirp | 0.124 | 1.000 | 0.124 | 0.124 |

For the step at \(s=\sigma\), keeping the exact denominator lowers the second-order value from 0.4698 to 0.4694, which a ten times weaker field reproduces; the further drop to 0.468 is due to higher orders in the field. The value 0.974 comes from the finite time window. In the variable \(\tau=\sigma t\), and relative to the transform-limited peak, the envelope for a step at the centre is

\[
\frac{2i}{\sqrt{2\pi}}\int_0^\infty e^{-x^2/2}\sin(x\tau)\,dx\;\to\;\frac{2i}{\sqrt{2\pi}\,\tau}\qquad(|\tau|\gg1).
\]

Its square falls as \(-2/(\pi\tau^2)\), with no oscillation. Cutting the pulse at \(|\tau|=T\) thus removes \(4/(\pi T)\) from a two-photon integral of modulus \(\sqrt\pi\). The computed field was switched off smoothly between \(T=40\) and \(T=80\). Sharp cuts at these two times would cost 1.8% and 0.9% of the amplitude, hence about 3.6% and 1.8% of the yield; the observed loss of 2.6% lies between. The weak tail belongs to the excitation.

The exceptions to the one-photon rule also show up. At \(t=0\) the two-level atom holds 0.59 of the final transform-limited population for positive chirp and 0.06 for negative chirp; the transform-limited pulse itself gives 0.63. The resonant component arrives at \(\kappa\Omega=\mp9.6/\sigma\), before the middle of the pulse for positive chirp and after it for negative chirp. Once it has passed, the population oscillates before settling: for positive chirp it reaches about 1.8 times the final value near \(\tau=-3.6\), and the 0.59 at \(t=0\) is one point on this oscillation. The outcome for an initial superposition depends also on its relative phase. If the excited amplitude is 0.02 and both amplitudes are real and positive at \(t=-80/\sigma\), where the integration starts, the final population ranges from \(5.9\times10^{-4}\) to \(1.04\times10^{-3}\) over the transform-limited pulse and its shaped versions (both signs of the dark step and of the chirp included). For a strong pulse at exact resonance, with \(\mu E_0\sqrt{2\pi}/\sigma=2\pi\), the transform-limited pulse returns the atom to the ground state, while the positively chirped one leaves a population of 0.99998 in the excited state.

## The same intensity, opposite results

In the table the chirped yield equals the ratio of \(\int I^2dt\), which suggests that two-photon excitation merely follows the intensity. The sine and cosine masks refute this. Let \(E_+(t)\) be the positive-frequency part of the field. Far from intermediate resonances the amplitude can be written in time, because

\[
\int\frac{d\omega}{2\pi}\tilde E_+(\omega)\tilde E_+(\omega_{fg}-\omega)=\int E_+(t)^2e^{i\omega_{fg}t}dt .
\]

The sine mask has the Fourier series \(e^{i\alpha\sin\beta\Omega}=\sum_kJ_k(\alpha)e^{ik\beta\Omega}\). Each term is a copy of the original pulse, multiplied by \(J_k(\alpha)\). Its envelope is delayed by \(k\beta\), but the carrier oscillation \(e^{-i\omega_ct}\) is not shifted, because the mask depends on \(\Omega\), which is measured from \(\omega_c\). For the cosine mask the coefficients are \(i^kJ_k(\alpha)\). With \(\beta=6/\sigma\) the copies hardly overlap, so both trains have nearly the same intensities \(J_k(\alpha)^2\). Two-photon excitation, however, adds the squares of the coefficients, not of their moduli:

\[
\text{sine: }\sum_kJ_k(\alpha)^2=1,\qquad
\text{cosine: }\sum_k(-1)^kJ_k(\alpha)^2=J_0(2\alpha).
\]

The first sum is the mean of \(|e^{i\alpha\sin\theta}|^2\) over a period. The second is the mean of \((e^{i\alpha\cos\theta})^2\): averaging the squared series leaves products of the coefficients \(k\) and \(-k\), which are equal because \(J_{-k}=(-1)^kJ_k\). The chosen \(\alpha\) makes \(2\alpha\) the first zero of \(J_0\). In one train all pulses drive the atom in step; in the other the odd pulses undo the work of the even ones. Both have a peak intensity of 0.449 of the transform limit.

The symmetry centre is half the transition frequency, not the carrier. Raise \(\omega_{fg}/2\) by \(\pi/(2\beta)=0.262\,\sigma\) and measure \(\Omega'\) from the new centre. The sine mask becomes \(\alpha\sin(\beta\Omega'+\pi/2)=\alpha\cos\beta\Omega'\), and the cosine mask becomes \(-\alpha\sin\beta\Omega'\). Integration for the moved final state gives relative yields of 0.000 for the sine and 1.001 for the cosine: the roles have changed. The small excess over one lies beyond second order; it falls by a factor of four when \(E_0\) is halved.

## Where dark pulses are bright

A dark pulse is dark for a narrow final state at the chosen energy. If the final states form a broad band with constant coupling and density, the total yield is the integral of \(\left|\int E_+^2e^{i\omega_ft}dt\right|^2\) over \(\omega_f\). By Parseval's theorem this is proportional to \(\int|E_+|^4dt\), hence to \(\int I^2dt\). For the dark step 0.315 of the transform-limited total remains.

Part of it sits at a predictable place. For a final energy \(2\omega_c+2s\) the step lies at half the transition frequency and is antisymmetric again. The yield there is the transform-limited one at that energy. Since

\[
A(s+u)A(s-u)\propto e^{-s^2/\sigma^2}e^{-u^2/\sigma^2},
\]

it is \(e^{-2s^2/\sigma^2}=0.634\) of the maximum for \(s=0.4769\,\sigma\). A numerical self-convolution of the dark spectrum has its highest value, 0.636, at \(0.95\,\sigma\) above \(2\omega_c\), which is \(2s\) within the grid spacing of \(0.004\,\sigma\). The grid places the step effectively at \(0.476\,\sigma\), hence the small excess over 0.634.

## A resonant intermediate state

Now place the intermediate state inside the spectrum, at \(\omega_c+d\) with \(d=0.5\,\sigma\), and the final state again at \(2\omega_c\). The amplitude is proportional to

\[
\int\frac{e^{-\Omega^2/\sigma^2}e^{i[\varphi(\Omega)+\varphi(-\Omega)]}}{d-\Omega-i0}\,d\Omega,\qquad
\frac1{d-\Omega-i0}=\mathrm{P}\frac1{d-\Omega}+i\pi\delta(\Omega-d).
\]

The denominator changes sign within the spectrum, so the transform-limited contributions no longer share one phase, and the earlier bound does not apply. For a large chirp, put \(\Omega=d+u\) near the pole. The phase is \(\kappa d^2+2\kappa du+\dots\), and the principal-value part gives

\[
\mathrm{P}\!\int\frac{e^{2i\kappa du}}{-u}du=-i\pi\,\operatorname{sgn}(\kappa d).
\]

Together with the delta function the resonant part is proportional to \(i\pi[1-\operatorname{sgn}(\kappa d)]\). For \(d>0\) it vanishes at positive chirp and is doubled, relative to the delta function alone, at negative chirp. The reason is the order of arrival. The first transition needs the higher frequency \(\omega_c+d\), the second the lower one \(\omega_c-d\), and negative chirp delivers the higher frequency first. What remains at positive chirp comes from pairs near \(\Omega=0\), where the phase is stationary. The same pairs contribute at negative chirp, so at a finite chirp the total amplitude is not exactly twice the delta-function part.

Integrating the Schrödinger equation with \(E_0=2\times10^{-5}\) gives 4.30 times the transform-limited yield for \(\kappa=-8/\sigma^2\) and 0.167 times for \(\kappa=+8/\sigma^2\). The antisymmetric sine mask gives 1.000. Its invariance rests on the pairing of frequencies alone; the bound set by the transform limit was derived for distant intermediate states, and here a negatively chirped pulse exceeds it.
